# Isotope Exchange, Chemical Diffusion and the Internal Field of Ionized Dopants

**Q:** I have two ways to measure how fast a donor moves in silicon. I can diffuse it into undoped material, or I can start with uniformly doped material and replace one isotope by another from the surface. The atom and the temperature are the same. Why should I not expect the same diffusivity?

**A:** Because the donors are charged, and their total concentration varies in one experiment and not in the other. To compare them we need the flux of one isotope when both are present.

Let $C_a$ and $C_b$ be the isotope concentrations and $C=C_a+C_b$. Each donor is singly ionized and there is no other doping. With electrostatic potential $\psi$, elementary charge $q$ and absolute temperature $T$, define

$$u=\frac{q\psi}{kT},\qquad x=e^u=\frac{n}{n_i},\qquad \frac{p}{n_i}=e^{-u}.$$

Here $n$, $p$ and $n_i$ are the electron, hole and intrinsic concentrations, and $u=0$ in intrinsic material. The carriers are nondegenerate, $n_i$ is uniform, and the carriers equilibrate much faster than the dopants move.

**Q:** But a substitutional donor hardly moves by itself. It travels as a pair with a vacancy or an interstitial, and the pair may be neutral. How can a field push it?

**A:** Keep all the pair charges and see. Pair state $j$ contains the donor ion, a neutral defect and $j$ extra electrons, so its charge number is $z_j=1-j$. If pairing is in local equilibrium and neutral defects have their uniform equilibrium concentration, mass action gives

$$P_{aj}=K_jC_ax^j .$$

The constant $K_j$ contains the defect concentration. Pairs are taken to be dilute, so $C_a$ is practically the whole concentration of isotope $a$.

For the motion, consider neighbouring planes a distance $\delta$ apart, with potential difference $\Delta u$. A forward jump changes the pair's energy by $z_jkT\Delta u$. Detailed balance is satisfied by forward and backward rates $\Gamma_je^{-z_j\Delta u/2}$ and $\Gamma_je^{z_j\Delta u/2}$. A plane holds $\delta P$ pairs per area, so

$$J_{aj}=\delta\Gamma_j\left[P_{aj}e^{-z_j\Delta u/2}-(P_{aj}+\Delta P_{aj})e^{z_j\Delta u/2}\right].$$

To first order in the differences, the bracket is $-\Delta P_{aj}-z_jP_{aj}\Delta u$. With $d_j=\delta^2\Gamma_j$,

$$J_{aj}=-d_j\left(\nabla P_{aj}+z_jP_{aj}\nabla u\right).$$

The first term is diffusion and the second is drift.

**Q:** For a neutral pair the second term vanishes. Have you not just lost the field effect?

**A:** The drift vanishes, but the neutral pairs are more numerous where there are more electrons. Differentiating the mass-action law gives

$$\nabla P_{aj}=K_jx^j\left(\nabla C_a+jC_a\nabla u\right),$$

because $\nabla x^j=jx^j\nabla u$. Insert this in the flux:

$$J_{aj}=-d_jK_jx^j\left[\nabla C_a+(j+z_j)C_a\nabla u\right].$$

Since $j+z_j=1$, the bracket is the same for every pair charge. Writing $D_j=d_jK_j$ and summing over pair states,

$$J_a=-D(x)\left(\nabla C_a+C_a\nabla u\right),\qquad D(x)=\sum_jD_jx^j. \tag{1}$$

For a positive pair the extra term is drift. For a neutral pair it comes from the gradient in pairing. For a negative pair, the pairing gradient contributes $2C_a\nabla u$ and drift takes back one unit. The Fermi level thus acts in two separate ways: it sets $D(x)$, and its variation relative to the bands produces the term in $\nabla u$.

**Q:** In isotope exchange each isotope has a steep gradient. Why does that gradient not create a field?

**A:** The electrons respond to total charge, not to nuclear mass. Local neutrality requires

$$C=n-p=n_i(e^u-e^{-u})=2n_i\sinh u .$$

The right side increases steadily with $u$, so each $C$ fixes one value of $u$. Differentiation gives

$$\frac{dC}{du}=2n_i\cosh u=n+p .$$

From $(n+p)^2=(n-p)^2+4np$, $np=n_i^2$ and neutrality, we get $n+p=\sqrt{C^2+4n_i^2}$. Hence

$$\nabla u=\frac{\nabla C_a+\nabla C_b}{\sqrt{C^2+4n_i^2}} . \tag{2}$$

In exchange at constant total concentration, $\nabla C_b=-\nabla C_a$. The numerator vanishes, and so does the field.

**Q:** You assumed that the total stays constant. It starts constant, but might the fluxes spoil it?

**A:** Add equation (1) for the two isotopes, assuming equal jump rates, and use equation (2):

$$J=-D(x)\left(\nabla C+C\nabla u\right)=-hD(x)\nabla C,$$

$$h=1+\frac{C}{\sqrt{C^2+4n_i^2}} . \tag{3}$$

Conservation gives $\partial C/\partial t=\nabla\cdot(hD\nabla C)$. Suppose that $C=C_0$ initially, that the surface switches isotopes but keeps their sum at $C_0$, and that the far boundary is closed. Then $C=C_0$ satisfies the equation and all its conditions at every later time. With $\nabla u=0$, equation (1) becomes

$$J_a=-D(x_0)\nabla C_a,\qquad J_b=-D(x_0)\nabla C_b=-J_a ,$$

where $x_0$ is the value of $x$ at $C_0$. This is Fick's law with a constant coefficient. The incoming isotope need not be a trace; it may replace the other completely. The Fermi level still raises the diffusivity through $D(x_0)$, but there is no internal-field factor.

**Q:** And the chemical experiment has the factor $h$. How large can it be?

**A:** In this nondegenerate model it lies between 1 and 2. Expanding equation (3) at the two ends gives

$$h\simeq1+\frac{C}{2n_i}\quad(C\ll n_i),\qquad h\simeq2-\frac{2n_i^2}{C^2}\quad(C\gg n_i).$$

In strongly extrinsic material $n\simeq C$, so $C\nabla u=C\nabla\ln n\simeq\nabla C$. The field term equals the ordinary gradient term, and the flux doubles. At the same temperature and the same local $C$, $D(x)$ is common to both experiments, so

$$\frac{D_{\rm chemical}}{D_{\rm tracer}}=h\longrightarrow2 .$$

A small ripple of wave number $\kappa$ shows what this means in time. In the total concentration it decays at the rate $hD\kappa^2$. In the isotope fraction, with the total fixed, it decays at $D\kappa^2$.

**Q:** Then I would get the factor 2 for any donor entering heavily doped silicon?

**A:** No. The entering donor must supply the electrons. Let a different, immobile donor provide a uniform background $B$. Neutrality becomes $C+B=n-p$, and the same differentiation gives

$$h=1+\frac{C}{\sqrt{(C+B)^2+4n_i^2}} .$$

For $C\ll B$ this tends to 1, however extrinsic the material is. The gradient of a dilute species hardly changes the electron concentration. For acceptors, exchange the roles of electrons and holes; the argument and the limits are the same.

**Q:** Show me numbers for something like arsenic in silicon.

**A:** Take 1000 °C, $C=10^{20}\ \mathrm{cm^{-3}}$ and a rough $n_i=10^{19}\ \mathrm{cm^{-3}}$. I choose $D_0=3\times10^{-16}$, $D_1=9\times10^{-16}$ and $D_2=1\times10^{-17}\ \mathrm{cm^2/s}$, which are round model values. Solving $C=n_i(x-1/x)$ for its positive root,

$$x=\frac{C}{2n_i}+\sqrt{\left(\frac{C}{2n_i}\right)^2+1}=5+\sqrt{26}=10.10 .$$

The tracer diffusivity is therefore

$$D=(0.030+0.909+0.102)\times10^{-14}=1.04\times10^{-14}\ \mathrm{cm^2/s}.$$

The field factor is $h=1+10/\sqrt{104}=1.98$, and the chemical diffusivity is $hD=2.06\times10^{-14}\ \mathrm{cm^2/s}$.

**Q:** So after the same anneal, the chemical profile holds twice the dose?

**A:** That does not follow. Even if $hD$ were constant, dose and depth would grow as the square root of the diffusivity, giving a factor $\sqrt{1.98}=1.41$. It is not constant: at the dilute edge of an in-diffused profile $h\to1$ and $D\to D_0+D_1+D_2=1.21\times10^{-15}\ \mathrm{cm^2/s}$.

Compare the two experiments at the same surface concentration $C$ and the same time, 30 minutes. Exchange into equally doped material gives

$$C_a=C\,\mathrm{erfc}\left(\frac{y}{2\sqrt{Dt}}\right),\qquad Q=2C\sqrt{\frac{Dt}{\pi}}=4.9\times10^{14}\ \mathrm{cm^{-2}},$$

where $y$ is depth and $Q$ is the dose of the new isotope. Its concentration falls to half the surface value at 41 nm.

For in-diffusion into undoped material I stepped the hopping fluxes forward in time, with planes 2 nm apart and steps of 0.5 s. The dose is $5.4\times10^{14}\ \mathrm{cm^{-2}}$ and the half-concentration depth is 56 nm. The ratios to exchange are 1.10 for dose and 1.35 for depth. With a constant $hD$, the governing equation would give 1.41 for each. Because $hD$ falls with concentration, the profile is flatter near the surface and steeper at the front than an erfc, so the depth ratio depends on the level chosen: 1.70 at 90% of the surface value, 1.35 at half and 0.90 at 10%.

With local neutrality, the largest internal field in that profile is about 52 kV/cm. It points into the crystal, since the electron concentration and $\psi$ fall with depth, and it drives positive pairs inward. In the exchange experiment the model field is zero.

**Q:** At $10^{20}\ \mathrm{cm^{-3}}$, are the electrons still nondegenerate?

**A:** Not well enough for the last digits of 1.98. Let $E_F$ be the Fermi energy, $E_c$ the conduction-band edge and $\eta=(E_F-E_c)/kT$. Then

$$n=N_cF_{1/2}(\eta),\qquad N_c=2\left(\frac{m k T}{2\pi\hbar^2}\right)^{3/2},$$

where $F_{1/2}$ is the Fermi integral normalized to approach $e^\eta$ at low density, and $m$ is the density-of-states mass. At equilibrium $E_F$ is uniform and $E_c$ follows $-q\psi$, so $\nabla\eta=\nabla u$. The pairing law now contains the electron activity $x=(N_c/n_i)e^\eta$ instead of $n/n_i$. Equation (1) keeps its form.

Holes remain nondegenerate, with $p=(n_i^2/N_c)e^{-\eta}$. Because $dF_{1/2}/d\eta=F_{-1/2}$,

$$\frac{dC}{d\eta}=N_cF_{-1/2}(\eta)+p,\qquad h=1+\frac{C}{N_cF_{-1/2}(\eta)+p}.$$

For weak degeneracy, $F_{1/2}\simeq e^\eta-2^{-3/2}e^{2\eta}$ and $F_{-1/2}\simeq e^\eta-2^{-1/2}e^{2\eta}$. Their ratio is

$$\frac{F_{1/2}}{F_{-1/2}}\simeq1+\left(2^{-1/2}-2^{-3/2}\right)e^\eta\simeq1+0.35\,e^\eta .$$

Degeneracy thus pushes $h$ up, while holes hold it down. A rough mass of 1.08 electron masses gives $N_c=2.5\times10^{20}\ \mathrm{cm^{-3}}$. Solving neutrality numerically for $\eta$ gives $h=2.12$ at our concentration. The value 2 is crossed near $5\times10^{19}\ \mathrm{cm^{-3}}$.

The limiting value 2 requires $n_i\ll C\ll N_c$. Here $N_c/n_i$ is only about 25, so there is no wide plateau. The common factor also changes: the activity is 11.6 and $D$ becomes $1.21\times10^{-14}\ \mathrm{cm^2/s}$. Exchange still has no field factor, because uniform $C$ fixes uniform $\eta$.

**Q:** Your pairs carry defects into the crystal. Can the defect concentration really stay at equilibrium?

**A:** In exchange it can: equal numbers of pairs move in opposite directions, so no net defects are carried. In chemical diffusion this assumption can fail noticeably.

Let $s$ be the neutral-defect concentration divided by its equilibrium value. Pair concentrations acquire a factor $s$, and the total pair flux becomes

$$J=-D\left(sh\nabla C+C\nabla s\right).$$

Free defects return with flux $-G\nabla s$, where $G$ measures their transport capacity. Consider one defect type, no sinks in the bulk, and a quasi-steady state in which the net defect flux is zero:

$$J-G\nabla s=0\quad\Longrightarrow\quad \nabla s=-\frac{shD}{G+DC}\nabla C .$$

Since $J=G\nabla s$,

$$J=-\frac{sG}{G+DC}\,hD\nabla C .$$

I estimate $G$ as self-diffusivity times atom density, ignoring correlation factors and its change with doping. Rough values of $10^{-16}\ \mathrm{cm^2/s}$ and $5\times10^{22}\ \mathrm{cm^{-3}}$ give $G=5\times10^6\ \mathrm{cm^{-1}s^{-1}}$, while $DC=1.04\times10^6\ \mathrm{cm^{-1}s^{-1}}$. At a surface that holds $s=1$, the flux factor is $5/6.04=0.83$. The chemical-to-tracer ratio there falls from 1.98 to 1.64.

Deeper in, $s$ rises. Integrating its equation from the surface to undoped material,

$$\ln s_{\rm deep}=\int_0^{C_0}\frac{hD}{G+DC}\,dC,$$

and numerical quadrature gives $s_{\rm deep}=1.21$, an excess of 21% over equilibrium.

**Q:** What about neutrality, and the pairs you left out of the count?

**A:** For neutrality, linearize Poisson's equation for a ripple $\delta C$ of wave number $\kappa$. With permittivity $\varepsilon$,

$$\frac{\varepsilon kT}{q^2}\nabla^2\delta u=(n+p)\delta u-\delta C .$$

Define $\lambda^2=\varepsilon kT/[q^2(n+p)]$. Replacing $\nabla^2$ by $-\kappa^2$ gives

$$\delta u=\frac{\delta C}{(n+p)(1+\kappa^2\lambda^2)} .$$

The field part $h-1$ is divided by $1+\kappa^2\lambda^2$. For relative permittivity 11.7, $\lambda=0.83$ nm. With $1/\kappa=2\sqrt{Dt}=87$ nm, the relative loss of $h-1$ is about $10^{-4}$. This is for a gentle ripple at the full concentration. At the steep front of the in-diffused profile the concentration varies over a shorter distance and $\lambda$ is longer, so neutrality is less accurate there. Solving Poisson's equation lowers the peak field by 1 to 2% and changes the field locally by up to about 10%, while the dose is practically unchanged.

For the pairs, choose one deliberately slow diffusivity $d=10^{-12}\ \mathrm{cm^2/s}$ for all states. There are then $S=D/d\simeq0.010$ pairs per unpaired donor. Now let $C$ denote unpaired donors and $M=C(1+S)$ all donors. Neutrality reads $n-p=C(1+\sum_jz_jK_jx^j)$. Equation (1) can be written $J=-(D/x)\nabla(Cx)$, while the tracer coefficient for all donors is $D/(1+S)$. Their ratio is

$$\frac{D_{\rm chemical}}{D_{\rm tracer}}=\frac{1+S}{x}\frac{d(Cx)}{dM}.$$

A numerical derivative at $M=10^{20}\ \mathrm{cm^{-3}}$ gives 1.96 instead of 1.98.

**Q:** Different isotopes have different masses. Does that not break your proof?

**A:** It breaks exact equality of the jump rates. If the whole rate scales as mass to the power $-1/2$, arsenic-73 jumps faster than arsenic-75 by $\sqrt{75/73}-1=1.4\%$. Repeating the hopping calculation for exchange with this difference changes the total by at most 0.23% of $C$. A small field then appears, so the absence of enhancement is an equal-rate result.

**Q:** How far would you trust the factor 2 in a real wafer?

**A:** As the limit of a stated model, not as a process constant. The example has the temperature and doping of a heavy arsenic diffusion, but its diffusivities are rough, and the pair diffusivity was chosen to exaggerate the pair fraction. With the rough $G$ used here, defect pumping is the largest of the corrections worked out above: it moves the nondegenerate surface ratio to about 1.6. If heavy doping raised $G$ threefold, that ratio would be 1.85, and the correction would be no larger than the one from degeneracy. A smaller $G$ acts the other way: $G=2\times10^6\ \mathrm{cm^{-1}s^{-1}}$ gives a ratio of 1.30. Inactive dopant clusters are outside the model.

Coulomb interactions may matter as much. The Debye–Hückel limiting law lowers a carrier's energy by $w=q^2/(8\pi\varepsilon\lambda)=0.074$ eV, against $kT=0.110$ eV. Then $u=\ln(n/n_i)-w/kT$, and $h$ changes by $-C\,d(w/kT)/dC$. Since $w\propto(C^2+4n_i^2)^{1/4}$, this is

$$-\frac{w}{kT}\,\frac{C^2}{2(C^2+4n_i^2)}\simeq-0.32 .$$

This counts the carriers alone. A limiting-law free energy that includes the ions gives a total change in $h$ of about $-0.85$ if only carriers screen, and about $-0.95$ if the donors screen too. But $\lambda$ is smaller than the carrier spacing radius $(3/4\pi C)^{1/3}=1.3$ nm, so the law is outside its range and gives a scale, not a correction.

The exchange result is less exposed to these effects. With equal jump rates and uniform total doping, interactions that do not distinguish isotopes are uniform too. They may change the value of $D$, but they supply no gradient to drive an extra flux.
